# Bardeen's tunnelling current and why the dividing surface may be moved

## A number that does not move

Two potential wells, each 0.6 nm wide and 10.5 eV deep, are separated by a barrier from $z=1.20$ to $1.60$ nm. A state $\psi$ of the left well and a state $\chi$ of the right well both have energy 6.2219 eV. From their values and slopes on one plane, form

$$
\frac{\hbar^2}{2m}\left(\chi\psi'-\psi\chi'\right).
$$

On the planes $z=1.25$, $1.40$ and $1.55$ nm the result is $-17.504$ meV each time, although $\psi$ falls by a factor of about 24 between the first and the last. At $1.70$ nm, inside the right well, it is $-0.656$ meV. This combination is Bardeen's matrix element. The derivation below shows how it fixes the current, and why it is constant in the barrier but not beyond it.

## Two electrodes, three Hamiltonians

Electrons are treated as independent. Write $C=\hbar^2/2m$. The true Hamiltonian is

$$H=-C\nabla^2+V(\mathbf r),$$

with electrode L on the left, R on the right and a barrier between them. Two auxiliary Hamiltonians describe the separate electrodes:

- $H_L=-C\nabla^2+V_L$, where $V_L=V$ in L and through the barrier; further right $V_L$ stays high, so electrode R is absent.
- $H_R=-C\nabla^2+V_R$, where $V_R=V$ in R and through the barrier; further left $V_R$ stays high.

Their normalized states obey $H_L\psi_\mu=E_\mu\psi_\mu$ and $H_R\chi_\nu=E_\nu\chi_\nu$. Each decays into the barrier. The region where $V_L=V_R=V$ is called the shared region. A surface $S$ in it separates L from R, and $d\mathbf S$ points from L to R.

The states $\psi_\mu$ and $\chi_\nu$ belong to different Hamiltonians and are not orthogonal. The derivation does not require them to be.

## The amplitude that leaks across

Let the electron start in $\psi_\mu$. Split its wavefunction as

$$\Psi(t)=\psi_\mu e^{-iE_\mu t/\hbar}+\delta(t),\qquad \delta(0)=0 .$$

Insert this in $i\hbar\,\partial_t\Psi=H\Psi$. The first term gives $E_\mu\psi_\mu e^{-iE_\mu t/\hbar}$ on the left and $H\psi_\mu e^{-iE_\mu t/\hbar}$ on the right, so

$$i\hbar\,\partial_t\delta=H\delta+(H-E_\mu)\psi_\mu e^{-iE_\mu t/\hbar}.$$

Since $H_L\psi_\mu=E_\mu\psi_\mu$, the source is $(H-E_\mu)\psi_\mu=(V-V_L)\psi_\mu$. It is nonzero only beyond the shared region, on the right, where $\psi_\mu$ is a small tail.

Project on $\chi_\nu$ and define $c_\nu=\langle\chi_\nu|\delta\rangle$. With $H=H_R+(V-V_R)$,

$$i\hbar\,\dot c_\nu=E_\nu c_\nu+M^0_{\nu\mu}e^{-iE_\mu t/\hbar}+\langle\chi_\nu|V-V_R|\delta\rangle,$$

$$M^0_{\nu\mu}=\langle\chi_\nu|V-V_L|\psi_\mu\rangle .$$

Up to here nothing has been neglected. Now let $\varepsilon$ be the small factor by which a wave shrinks across the barrier. $M^0$ is of order $\varepsilon$, and so is $\delta$ in R. The last term lives on the left, where $\chi_\nu$ is of order $\varepsilon$ and $\delta$ has had to leak back, which costs another factor $\varepsilon$. It is therefore of higher order and is dropped. This estimate fails if a resonance inside the barrier builds up a large amplitude.

Set $c_\nu=u_\nu e^{-iE_\nu t/\hbar}$ and $\omega=(E_\nu-E_\mu)/\hbar$. Then

$$i\hbar\,\dot u_\nu=M^0_{\nu\mu}e^{i\omega t}
\quad\Rightarrow\quad
u_\nu=-M^0_{\nu\mu}\frac{e^{i\omega t}-1}{\hbar\omega},$$

$$|c_\nu|^2=|M^0_{\nu\mu}|^2\,\frac{4\sin^2(\omega t/2)}{(\hbar\omega)^2}.$$

As a function of $E_\nu$ the last fraction is a peak of height $t^2/\hbar^2$ and width about $2\pi\hbar/t$. Its area is

$$\int\frac{4\sin^2(\omega t/2)}{\hbar^2\omega^2}\,\hbar\,d\omega=\frac4\hbar\cdot\frac{\pi t}{2}=\frac{2\pi t}{\hbar}.$$

If the final states are spaced more closely than this width and $M^0$ varies little over it, the peak acts as $(2\pi t/\hbar)\,\delta(E_\nu-E_\mu)$. The transition rate is

$$\Gamma_\mu=\frac{2\pi}{\hbar}\sum_\nu|M_{\nu\mu}|^2\,\delta(E_\mu-E_\nu),$$

where $M$ is the value of $M^0$ at equal energies. The time must be long enough for the peak to be narrow, yet short enough that the initial state is hardly depleted and no wave has returned from the far end of R.

A numerical test used a well state at 5.712 eV that leaks through 0.3 nm into a box 40 nm long. The rate formula gives 6.323 per ps. The full dynamics, from the eigenstates of $H$, gives the survival probability $P(t)$. About a quarter of the state has leaked out by 50 fs, so the depletion must be allowed for: a constant rate acting on what remains gives $P\propto e^{-\Gamma t}$. The mean slope of $-\ln P$ between 10 and 50 fs is 6.333 per ps. The two agree to within 0.2 %. The remaining difference depends on the time window: between 20 and 40 fs the mean slope is 6.327 per ps. Both rates belong to the same model on a grid of 0.01 nm, so their agreement tests the formula and not the absolute value of the rate. That value is sensitive to the grid, which places the outer wall half a spacing too far out. A continuous well of the nominal width, 0.44 nm, has its level at 5.829 eV and a golden-rule rate of 6.95 per ps, about 10 % higher.

## From a volume to a surface

Let $\Omega$ be the region to the right of $S$. To its left $V-V_L=0$, so the matrix element needs an integral over $\Omega$ alone:

$$M^0=\int_\Omega\chi_\nu^*(H-E_\mu)\psi_\mu\,d^3r .$$

In $\Omega$ we also have $V_R=V$, hence $H\chi_\nu=E_\nu\chi_\nu$. Subtract $\psi_\mu(H\chi_\nu)^*$ under the integral and add its equal, $E_\nu\chi_\nu^*\psi_\mu$:

$$M^0=\int_\Omega\left[\chi_\nu^*H\psi_\mu-\psi_\mu(H\chi_\nu)^*\right]d^3r+(E_\nu-E_\mu)\int_\Omega\chi_\nu^*\psi_\mu\,d^3r .$$

The potential cancels in the bracket. What is left is a divergence:

$$-C\left(\chi_\nu^*\nabla^2\psi_\mu-\psi_\mu\nabla^2\chi_\nu^*\right)=-C\,\nabla\!\cdot\mathbf F,\qquad
\mathbf F=\chi_\nu^*\nabla\psi_\mu-\psi_\mu\nabla\chi_\nu^* .$$

Gauss's theorem turns the volume integral into a flux through the boundary of $\Omega$. The far boundary gives nothing because the states vanish there, and the sides cancel for periodic conditions. On $S$ the outward normal of $\Omega$ points left, against $d\mathbf S$, which reverses the sign. Therefore

$$M^0=M_S+(E_\nu-E_\mu)\int_\Omega\chi_\nu^*\psi_\mu\,d^3r,$$

$$M_S=\frac{\hbar^2}{2m}\int_S\left(\chi_\nu^*\nabla\psi_\mu-\psi_\mu\nabla\chi_\nu^*\right)\cdot d\mathbf S .$$

At equal energies $M=M_S$. For two positive tails, $\psi'<0$ and $\chi'>0$, so $M$ is negative.

## Why the surface may be moved

In the shared region both states obey a Schrödinger equation with the same potential:

$$C\nabla^2\psi_\mu=(V-E_\mu)\psi_\mu,\qquad C\nabla^2\chi_\nu^*=(V-E_\nu)\chi_\nu^* .$$

Multiply the first by $\chi_\nu^*$, the second by $\psi_\mu$, and subtract:

$$C\,\nabla\!\cdot\mathbf F=(E_\nu-E_\mu)\,\chi_\nu^*\psi_\mu .$$

Integrate between two separating surfaces, $S_1$ on the left and $S_2$ on the right:

$$M_{S_2}-M_{S_1}=(E_\nu-E_\mu)\int_{S_1}^{S_2}\chi_\nu^*\psi_\mu\,d^3r .$$

At equal energies the right side vanishes. The surface can then be shifted, tilted or bent without changing $M$, as long as it stays in the shared region. The fall of one state is compensated by the rise of the other.

There is a physical reading. Take $\psi$ and $\chi$ real, so that neither carries a current. The superposition $\psi+i\chi$ has the current density

$$\frac{\hbar}{m}\,\mathrm{Im}\left[(\psi-i\chi)(\nabla\psi+i\nabla\chi)\right]=\frac{\hbar}{m}(\psi\nabla\chi-\chi\nabla\psi)=-\frac{\hbar}{m}\mathbf F .$$

At equal energies the superposition is stationary in the shared region. Its density does not change, so its current has no sources there. $M$ measures this conserved mixed flux.

Two conditions are used, and the wells show what happens when each is broken.

**Equal energies.** Widening the right well to 0.64 nm puts its level 0.5904 eV below the left one. The surface expression is then $-13.20$ meV at 1.25 nm and $-16.32$ meV at 1.55 nm. The overlap law predicts a change of $-3.12$ meV, as found. The current formula is unaffected, because its delta function selects equal energies.

**Shared potential.** At 1.70 nm, $V=0$ but $V_L=10.5$ eV. The two states obey different equations and the flux has a source. This is the origin of the value $-0.656$ meV in the opening example (on the grid used; $-0.657$ meV in the continuum limit).

For equal wells, $M$ couples two degenerate levels and splits them into $E\pm|M|$ at leading order. The predicted splitting is $2|M|=35.008$ meV; diagonalizing the full system gives 35.014 meV. These values were computed on a grid of 0.002 nm. In the continuum limit the level lies 0.4 meV higher and $M$ becomes $-17.508$ meV, but the splitting still exceeds $2|M|$ by 0.006 meV.

## A curved surface

An atomically sharp tip gives a case in three dimensions. Let its state outside the tip be $\chi=e^{-\kappa r}/r$, up to normalization, with $r$ measured from the tip centre $\mathbf r_0$ and $C\kappa^2$ the barrier height above the electron's energy. This function obeys

$$(\nabla^2-\kappa^2)\chi=-4\pi\,\delta(\mathbf r-\mathbf r_0).$$

The sample state obeys $\nabla^2\psi=\kappa^2\psi$ above the sample. We continue both functions mathematically to $\mathbf r_0$, so that $\nabla\cdot\mathbf F=4\pi\psi\,\delta(\mathbf r-\mathbf r_0)$. Integrating over the space above $S$, whose outward normal on $S$ is opposite to $d\mathbf S$, gives

$$\int_S\mathbf F\cdot d\mathbf S=-4\pi\psi(\mathbf r_0),\qquad M=-4\pi C\,\psi(\mathbf r_0).$$

The matrix element is the sample wavefunction at the tip centre, times a constant.

The flux was integrated numerically for $\psi=e^{iqx-\sqrt{\kappa^2+q^2}\,z}$ with $q=3$ nm$^{-1}$ and the tip centre at $z=0.6$ nm. The surfaces were the planes $z=0.2$ and $0.3$ nm and the corrugated sheet $z=0.25+0.05\cos(8x)\cos(5y)$, with lengths in nm. All three agree with $-4\pi\psi(\mathbf r_0)$ to better than one part in $10^6$.

## How the auxiliary potentials enter

The continuation of $V_L$ beyond the shared region is a choice, so it must not matter at leading order. Take a flat barrier with decay constant $\kappa$, shared between $z_1$ and $z_2$. If $V_L$ steps to another height at $z_2$, with decay constant $\kappa'$, a reflected part appears:

$$\psi=a\left(e^{-\kappa z}+\beta e^{\kappa z}\right),\qquad \beta=r\,e^{-2\kappa z_2},\qquad r=\frac{\kappa-\kappa'}{\kappa+\kappa'} .$$

The value of $r$ follows from requiring $\psi'/\psi=-\kappa'$ at $z_2$. Likewise $\chi=c\,(e^{\kappa z}+\gamma e^{-\kappa z})$ with $\gamma=r\,e^{2\kappa z_1}$ for an equal step on the other side. In $\chi\psi'-\psi\chi'$ the equal exponentials cancel, leaving

$$\chi\psi'-\psi\chi'=-2\kappa ac\,(1-\beta\gamma),\qquad \beta\gamma=r^2e^{-2\kappa(z_2-z_1)} .$$

The relative change is of order $e^{-2\kappa w}$, with $w=z_2-z_1$ the shared width. The normalization of $\psi$ changes by a relative amount of order $e^{-2\kappa z_2}$, measured from the face of L at $z=0$. This is no larger, since $z_2\ge w$; the same holds for $\chi$.

In the vacuum gap treated below, both continuations were raised by 5 eV. The transmission changed by $-6.1\times10^{-3}$ for $w=0.1$ nm and by $-6.2\times10^{-4}$ for $w=0.2$ nm, relative to its value with the whole barrier shared. The formula needs a shared region wide compared with $1/2\kappa$.

## The current

Now fill the electrodes. Each is in its own equilibrium, with Fermi functions $f_L$ and $f_R$. A transition L→R needs a full initial and an empty final state; the reverse transition has the same $|M|^2$. The net factor is

$$f_L(1-f_R)-f_R(1-f_L)=f_L-f_R .$$

With a factor 2 for spin and $e>0$,

$$\boxed{I=\frac{4\pi e}{\hbar}\sum_{\mu\nu}\left[f_L(E_\mu)-f_R(E_\nu)\right]|M_{\nu\mu}|^2\,\delta(E_\mu-E_\nu)}$$

This is $e$ times the electron flow from L to R; the conventional electric current points the other way.

## Flat electrodes

For flat electrodes the momentum parallel to the surface is conserved, and $M$ is a one-dimensional matrix element for the motion along $z$. Let the electrodes have thicknesses $L_L$ and $L_R$ and wavenumbers $k_L$ and $k_R$. Standing waves are spaced by $\pi/L_i$ in $k_i$, and $dE/dk_i=2Ck_i$, so the densities of states are

$$\rho_i=\frac{L_i}{2\pi Ck_i}.$$

Replacing the sums over $z$-motion by integrals gives

$$I=\frac{4\pi e}{\hbar}\sum_{\mathbf k_\parallel}\int dE_z\,\rho_L\rho_R|M|^2(f_L-f_R)
=\frac{2e}{h}\sum_{\mathbf k_\parallel}\int dE_z\,T_B\,(f_L-f_R),$$

$$T_B=4\pi^2|M|^2\rho_L\rho_R .$$

For area $A$, $\sum_{\mathbf k_\parallel}\to A\,(m/2\pi\hbar^2)\int dE_\parallel$, and the current density is

$$J=\frac{em}{2\pi^2\hbar^3}\int dE_z\,T_B(E_z)\int_0^\infty dE_\parallel\,(f_L-f_R).$$

**Square barrier.** Let $k_L=k_R=k$. In the barrier $\psi=B_Le^{-\kappa z}$. Matching value and slope to a standing wave of squared amplitude $2/L_L$ gives $B_L^2(1+\kappa^2/k^2)=2/L_L$, and similarly for $\chi=B_Re^{\kappa(z-d)}$. Then $M=-2C\kappa B_LB_Re^{-\kappa d}$, and the thicknesses cancel:

$$T_B=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

**Comparison with full scattering.** Start from a transmitted wave with value $t$ and slope $ikt$ at $z=d$, and carry it back to $z=0$:

$$\psi(0)=t\left(\cosh\kappa d-\tfrac{ik}{\kappa}\sinh\kappa d\right),\quad
\psi'(0)=t\left(ik\cosh\kappa d-\kappa\sinh\kappa d\right).$$

A unit incident wave requires $\psi(0)+\psi'(0)/ik=2$. Solving for $t$ and taking $T=|t|^2$,

$$\frac1T=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d .$$

Expand $\sinh^2\kappa d=(e^{2\kappa d}-2+e^{-2\kappa d})/4$, set $s=(k^2+\kappa^2)^2/8k^2\kappa^2$, and multiply by $T_B$:

$$\frac{T_B}{T}-1=(1-s)\,T_B+e^{-4\kappa d}.$$

At the Fermi energy of the example below, at zero bias, Bardeen's value is too high by 21 % for $d=0.1$ nm, by 2.0 % for 0.2 nm and by 0.21 % for 0.3 nm. Multiple passes through the barrier are absent from the first-order rate.

## A vacuum gap between gold-like electrodes

Take round values roughly typical of gold: work function 5 eV and free-electron Fermi energy 5.5 eV. The gap is 0.8 nm, the bias 0.1 V and the temperature 300 K. The barrier top falls linearly by 0.1 eV across the gap. At the Fermi energy of L, $k_L=12.01$ nm$^{-1}$ and $k_R=12.12$ nm$^{-1}$; at zero bias $\kappa=11.46$ nm$^{-1}$.

For electrodes 10 nm thick, $|M|=1.006\times10^{-5}$ eV, $\rho_L=3.477$ eV$^{-1}$ and $\rho_R=3.446$ eV$^{-1}$. Hence

$$T_B=4\pi^2(1.006\times10^{-5})^2(3.477)(3.446)=4.79\times10^{-8}.$$

The square formula at zero bias gives $4.37\times10^{-8}$. The bias lowers the mean barrier by 0.05 eV, which reduces $2\kappa d$ by about 0.09 and accounts for the difference.

The energy integral gives

$$J=40.2\ \text{A/cm}^2,$$

or 0.40 pA through 1 nm². Summing velocities over three-dimensional $k$-space with the full scattering transmission gives the same 40.2 A/cm².

An estimate by hand shows where this comes from. Below the Fermi energy $T_B$ falls roughly as $e^{(E-E_F)/E_0}$, with $E_0=C\kappa/d=0.0381\times11.46/0.8=0.546$ eV. At low temperature the integral over $E_\parallel$ equals $E_F-E_z$ down to $0.1$ eV below $E_F$, and $0.1$ eV further down. The double integral is then

$$T_BE_0^2\left(1-e^{-0.1/0.546}\right)=2.39\times10^{-9}\ \text{eV}^2 .$$

Multiplying by $2e/h=7.75\times10^{-5}$ A/eV and by $m/2\pi\hbar^2=1/4\pi C=2.09$ eV$^{-1}$nm$^{-2}$ gives 0.39 pA/nm², within 4 % of the full integral.

## What a real junction changes

The mean field is 1.25 MV/cm, and the barrier stays far above the Fermi level, so this is direct tunnelling rather than field emission. The following factors on $J$ each change one thing and hold the other settings fixed.

- Classical image force: about 440.
- Half the area 0.05 nm closer, half 0.05 nm farther: 1.83.
- Work function lower by 0.3 eV: 1.70.
- Band twice as deep, 11 eV: 0.92.
- 300 K instead of 10 K: 1.004.
- Gap wider by 0.1 nm: 0.090.

The image force dominates. It lowers the barrier by 1.25 eV at mid-gap. A uniform lowering by that amount would raise $e^{-2\kappa d}$ by a factor of about 12. Most of the factor 440 therefore comes from nearer the faces, where the image potential is deeper and narrows the barrier. The classical expression diverges at the faces and was cut off at the band bottom, so it is least reliable where it matters most: a cutoff at the Fermi level would give a factor of about 150 instead of 440. The factor shows that the rectangular-type barrier cannot predict an absolute current at a given gap; it is not a precise correction.

With the image force, 1 nm² would carry about 0.18 nA. Scanning tunnelling microscopes commonly work at roughly 10 pA to 1 nA, but a real tip is curved, does not conserve parallel momentum, and has a gap whose zero needs a definition at the atomic scale. Bardeen's expression itself does not require flat electrodes or a square barrier. It requires weak, non-resonant transmission of independent electrons and a sufficiently wide shared region; the barrier and the wavefunctions must come from a better model of the surfaces. The numerical output follows.

## Computed values

```
TWO WELLS, barrier from 1.2 to 1.6 nm
level energy, equal wells: 6.2219 eV
M from volume integral: -17.50398 meV
M from surface at 1.25 nm: -17.50398 meV
M from surface at 1.40 nm: -17.50398 meV
M from surface at 1.55 nm: -17.50398 meV
same flux at 1.70 nm, inside well: -0.65637 meV
level splitting of full system: 35.0138 meV
2|M|: 35.0080 meV
unequal wells, E_nu - E_mu: -0.5904 eV
flux at 1.25 nm: -13.2005 meV
flux at 1.55 nm: -16.3217 meV
change predicted by overlap law: -3.1213 meV
DECAY through 0.3 nm into a 40 nm box
starting level: 5.7118 eV
golden-rule rate: 6.3228 per ps
rate from full dynamics: 6.3334 per ps
TIP STATE, flux / point value (real part)
plane 0.2 nm: 1.00000000
plane 0.3 nm: 1.00000000
corrugated surface: 1.00000000
SQUARE BARRIER at the Fermi energy
d=0.1 nm: T_B=0.40368 T=0.33318 T_B/T-1=0.21161
d=0.2 nm: T_B=0.04083 T=0.04001 T_B/T-1=0.02047
d=0.3 nm: T_B=0.00413 T=0.00412 T_B/T-1=0.00206
EXAMPLE, vacuum gap
Fermi energy 5.5 eV, work function 5.0 eV
gap 0.8 nm, bias 0.1 V, temperature 300 K
hbar^2/2m: 0.038100 eV nm^2
k left: 12.0149 per nm, k right: 12.1236 per nm
kappa at zero bias: 11.4558 per nm
|M|, electrodes 10 nm thick: 1.0063e-05 eV
rho left: 3.4768 per eV, right: 3.4456 per eV
T_B at Fermi energy: 4.7893e-08
T_B, square formula at zero bias: 4.3732e-08
largest |T_B/T - 1| over energies: 5.9e-08
J, Bardeen: 40.2190 A/cm2
J, scattering and k-space sum: 40.2190 A/cm2
current through 1 nm^2: 0.4022 pA
mean field: 1.250 MV/cm
T_B change, shared width 0.1 nm: -6.099e-03
T_B change, shared width 0.2 nm: -6.246e-04
NEGLECTED EFFECTS, factor on J
image lowering at mid-gap: 1.248 eV
image force: 438.33
half the area 0.05 nm nearer, half farther: 1.825
work function 0.3 eV lower: 1.703
band twice as deep (11 eV): 0.921
300 K relative to 10 K: 1.0035
gap 0.1 nm wider: 0.0900
```
